\section*{Dipole Repulsion in a Square Adsorbate Layer and Its Lattice Sum}

\section*{Problem}

During atomic layer deposition, a surface may carry a regular layer of adsorbed fragments, each with an electric dipole normal to the surface. A slab calculation with one adsorbate per cell describes such a layer: the adsorbate interacts with all its periodic copies. A calculation on a finite cluster with a single adsorbate lacks this interaction. To compare the two, one needs the repulsion energy per adsorbate.

Consider identical normal dipoles on a square lattice of spacing $a$. The dipole $p$ of one adsorbate is defined by the potential step that the layer produces. Use Hartree atomic units and keep $p$ fixed unless told otherwise.

\begin{enumerate}
\item Relate $p$ to the potential step. For a layer without a polarizable substrate, express the repulsion energy per adsorbate, $U$, through
\begin{equation}
S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}} .
\end{equation}
\item Explain why direct summation of $S$ is slow. Find a rapidly convergent form and evaluate $S$ to three significant figures, with a bound on the neglected terms.
\item Find $U$ when the layer lies above an ideal metal, with $p$ still defined by the potential step. Obtain the first correction for a finite height of the charges.
\item Evaluate the energies for $a=10$ bohr and $p=0.5\,e\,$bohr. In the metal case, let each adsorbate be a charge $q=0.25\,e$ at height $d=2$ bohr. What happens when $a$ is doubled?
\item How does a polarizability $\alpha$ of the adsorbates change the result of part 1?
\end{enumerate}

\section*{Solution}

\subsection*{1. The dipole and the energy of a free layer}

Let $z$ point outward and let $\bar\rho(z)$ be the charge density averaged over the surface cell of area $a^2$. The averaged potential obeys $\bar\phi''=-4\pi\bar\rho$. The layer is neutral and no external field is applied, so the mean field vanishes on both sides. Integrating once from below gives
\begin{equation}
\bar\phi'(z)=-4\pi Q(z),\qquad Q(z)=\int_{-\infty}^{z}\bar\rho(z')\,dz' .
\end{equation}
A second integration, by parts, gives the step
\begin{equation}
\Delta\phi=-4\pi\int Q\,dz
=-4\pi\Big[zQ\Big]_{-\infty}^{\infty}+4\pi\int z\bar\rho\,dz
=\frac{4\pi p}{a^2}. \label{step}
\end{equation}
The boundary term vanishes because $Q=0$ outside the neutral layer, and $\int z\bar\rho\,dz$ is the dipole per area, $p/a^2$. In a slab calculation, $\Delta\phi$ is the change of the step caused by the adsorbates, relative to the clean surface. A positive $p$ raises the outer electrostatic potential and so lowers the potential energy of an electron outside.

For the pair energy, represent each dipole by charges $q$ and $-q$, a distance $s$ apart along $z$, with $p=qs$. Two such dipoles at lateral distance $R$ have two like pairs at distance $R$ and two unlike pairs at distance $\sqrt{R^2+s^2}$:
\begin{equation}
W=2q^2\left[\frac1R-\frac1{\sqrt{R^2+s^2}}\right]
=\frac{q^2s^2}{R^3}\left[1-\frac{3s^2}{4R^2}+\dots\right].
\end{equation}
For $s\to0$ at fixed $p$ this becomes $W=p^2/R^3$. The sign is positive because the like charges are closer together than the unlike ones. Reversing both dipoles changes nothing, so the repulsion does not depend on the sign of $p$.

The energy of $N$ adsorbates is half the double sum over $i\neq j$, since that sum counts each pair twice. Far from the edges every adsorbate has the same surroundings, with $R=a\sqrt{i^2+j^2}$. Hence
\begin{equation}
U=\frac12\sum_{(i,j)\neq(0,0)}\frac{p^2}{a^3(i^2+j^2)^{3/2}}
=\frac{p^2S}{2a^3}. \label{free}
\end{equation}
The factor $\tfrac12$ belongs to the energy per adsorbate of the whole layer. Removing one adsorbate from an otherwise rigid full layer releases all its pair energies, which amount to $2U$.

\subsection*{2. The lattice sum}

\paragraph{Direct summation.}
In units of $a$ there is one lattice point per unit area, so a ring of radius $r$ and width $dr$ holds about $2\pi r\,dr$ points. The points beyond a cutoff radius $L$ contribute approximately
\begin{equation}
\int_L^\infty \frac{2\pi r\,dr}{r^3}=\frac{2\pi}{L}.
\end{equation}
The sum converges, but slowly. An error of $0.005$ requires $L\approx1260$, or about five million points. At $L=10$ the direct sum is $8.408$, and adding the tail $2\pi/10=0.628$ gives $9.036$. The tail removes most of the error, though not the part due to the irregular number of points in a disk.

\paragraph{Gamma integral.}
Substituting $u=\pi r^2t$ and using $\Gamma(3/2)=\sqrt\pi/2$,
\begin{equation}
\int_0^\infty t^{1/2}e^{-\pi r^2t}\,dt
=\frac{\Gamma(3/2)}{(\pi r^2)^{3/2}}=\frac1{2\pi r^3}.
\end{equation}
Put $r^2=i^2+j^2$ and sum. All terms are positive, so sum and integral may be exchanged. The Gaussian factorizes into a function of $i$ and one of $j$, and the origin is subtracted:
\begin{equation}
S=2\pi\int_0^\infty t^{1/2}\left[\theta(t)^2-1\right]dt,\qquad
\theta(t)=\sum_{n=-\infty}^{\infty}e^{-\pi n^2t}. \label{mellin}
\end{equation}
For large $t$ few terms of $\theta$ matter. For small $t$ many do, and this is where the distant lattice points enter.

\paragraph{Inversion of $\theta$.}
The function $F(x)=\sum_n e^{-\pi t(x+n)^2}$ is smooth and has period 1, so it equals its Fourier series $\sum_k c_ke^{2\pi ikx}$. In the coefficient $c_k$, the integrals over $[0,1]$ of the shifted Gaussians join into one integral over the whole line, because $e^{2\pi ikn}=1$:
\begin{align}
c_k&=\int_0^1F(x)e^{-2\pi ikx}\,dx
=\int_{-\infty}^{\infty}e^{-\pi ty^2-2\pi iky}\,dy\\
&=e^{-\pi k^2/t}\int_{-\infty}^{\infty}e^{-\pi t(y+ik/t)^2}\,dy
=t^{-1/2}e^{-\pi k^2/t}.
\end{align}
In the last step the line of integration is shifted to the real axis. This is allowed because the Gaussian has no singularities and vanishes at the far ends of the strip. Setting $x=0$ gives
\begin{equation}
\theta(t)=t^{-1/2}\,\theta(1/t). \label{inv}
\end{equation}

\paragraph{Splitting the integral.}
Divide the integral in (\ref{mellin}) at $t=1$. In the lower part use (\ref{inv}) and $t=1/u$, $dt=-du/u^2$:
\begin{align}
\int_0^1t^{1/2}[\theta(t)^2-1]\,dt
&=\int_1^\infty u^{-1/2}\left[u\,\theta(u)^2-1\right]\frac{du}{u^2}\\
&=\int_1^\infty u^{-3/2}[\theta(u)^2-1]\,du
+\int_1^\infty\left(u^{-3/2}-u^{-5/2}\right)du .
\end{align}
The second line adds and subtracts $u^{-3/2}$. Its last integral is $2-\tfrac23=\tfrac43$. Adding the upper part and writing $\theta^2-1$ as a lattice sum again,
\begin{equation}
S=2\pi\left[\frac43+\sum_{(i,j)\neq(0,0)}g(i^2+j^2)\right],\quad
g(n)=\int_1^\infty\left(t^{1/2}+t^{-3/2}\right)e^{-\pi nt}\,dt. \label{fast}
\end{equation}

\paragraph{Closed form of $g$.}
Let $b=\pi n$. With $v=\sqrt{bt}$,
\begin{equation}
J=\int_1^\infty t^{-1/2}e^{-bt}\,dt
=\frac2{\sqrt b}\int_{\sqrt b}^\infty e^{-v^2}dv
=\sqrt{\frac\pi b}\,\operatorname{erfc}\sqrt b .
\end{equation}
Integration by parts reduces both terms of $g$ to $J$:
\begin{align}
\int_1^\infty t^{1/2}e^{-bt}\,dt&=\frac{e^{-b}}b+\frac{J}{2b},\\
\int_1^\infty t^{-3/2}e^{-bt}\,dt
&=\Big[-2t^{-1/2}e^{-bt}\Big]_1^\infty-2bJ=2e^{-b}-2bJ .
\end{align}
Since $bJ=\sqrt{\pi b}\,\operatorname{erfc}\sqrt b$, the sum is
\begin{equation}
g(n)=e^{-b}\left(\frac1b+2\right)
+\left[\frac1{2b}\sqrt{\frac\pi b}-2\sqrt{\pi b}\right]\operatorname{erfc}\sqrt b .
\end{equation}

\paragraph{Evaluation.}
There are four points with $n=1$ and four with $n=2$. With $g(1)=0.025538$ and $g(2)=0.00056431$,
\begin{equation}
S\approx\frac{8\pi}3+8\pi g(1)+8\pi g(2)
=8.37758+0.6418+0.01418=9.0336 .
\end{equation}
The next occupied shell is $n=4$. To bound the remainder, note that $t^{1/2}+t^{-3/2}\le t+1$ for $t\ge1$, so
\begin{equation}
g(n)\le\int_1^\infty(t+1)e^{-\pi nt}\,dt
=e^{-\pi n}\left[\frac2{\pi n}+\frac1{(\pi n)^2}\right].
\end{equation}
A shell has at most $2(2\sqrt n+1)\le6n$ points, because each integer $i$ with $|i|\le\sqrt n$ admits at most two values of $j$. For $n\ge4$ the factor $n$ times the bracket is at most $2/\pi+1/(4\pi^2)<0.67$. The neglected terms are positive and together smaller than
\begin{equation}
2\pi\cdot6\cdot0.67\sum_{n=4}^\infty e^{-\pi n}
=25.3\,\frac{e^{-4\pi}}{1-e^{-\pi}}<10^{-4}.
\end{equation}
Therefore $S=9.03$ to three figures. Further shells give $9.03362$, in agreement with the tail-corrected disk sum at $L=600$.

The four nearest neighbours contribute 4 to $S$, or $44\%$. A nearest-neighbour model with the same pair energy would thus miss more than half of the repulsion.

\subsection*{3. The layer above an ideal metal}

Let an ideal conductor fill $z<0$, and let each adsorbate be a charge $q$ at height $d$. For $z>0$ the potential of one such charge and the surface charge it induces is
\begin{equation}
\phi=\frac q{\sqrt{\rho^2+(z-d)^2}}-\frac q{\sqrt{\rho^2+(z+d)^2}},
\end{equation}
where $\rho$ is the lateral distance. This expression has the right source, vanishes on the metal surface and decays far away, which fixes the solution. The actual induced charge lies on the surface, with density
\begin{equation}
\sigma(\rho)=-\frac1{4\pi}\left.\frac{\partial\phi}{\partial z}\right|_{z=0}
=-\frac{qd}{2\pi(\rho^2+d^2)^{3/2}},\qquad
\int_0^\infty2\pi\rho\,\sigma\,d\rho=-q .
\end{equation}
The charge density entering (\ref{step}) is thus $q$ at $z=d$ and $-q$ at $z=0$ per cell. Consequently
\begin{equation}
\Delta\phi=\frac{4\pi qd}{a^2},\qquad p=qd .
\end{equation}
The image charge at $z=-d$ is a device for finding the outer potential. It is not part of the physical charge density, so $p$ is not $2qd$.

Now take two adsorbates at distance $R$. The lateral force on the first comes from the second charge and from its image. The first charge's own image lies directly below it and exerts no lateral force. Thus
\begin{equation}
F(R)=q^2\left[\frac1{R^2}-\frac R{(R^2+4d^2)^{3/2}}\right],
\end{equation}
and the work of bringing the first charge from infinity at constant height is
\begin{equation}
W=\int_R^\infty F(R')\,dR'
=q^2\left[\frac1R-\frac1{\sqrt{R^2+4d^2}}\right]. \label{metalpair}
\end{equation}
The attraction of each charge to its own image is independent of $R$ and belongs to the adsorption energy of a single adsorbate. With $x=4d^2/R^2$ and
\begin{equation}
1-(1+x)^{-1/2}=\frac x2\left(1-\frac{3x}4+\frac{5x^2}8-\dots\right),
\end{equation}
equation (\ref{metalpair}) becomes
\begin{equation}
W=\frac{2p^2}{R^3}\left(1-\frac{3d^2}{R^2}+\frac{10d^4}{R^4}-\dots\right). \label{expand}
\end{equation}
At leading order this is twice the free pair energy for the same $p$. The reason is visible in the potential: far from an adsorbate and close to the surface, $\phi\approx2pz/\rho^3$, whereas a free dipole gives $pz/\rho^3$. A countercharge concentrated at one point of the surface would give no normal field elsewhere on the surface. The real induced charge is spread out, and its local density $\sigma\approx-p/(2\pi\rho^3)$ adds the normal field $2\pi\sigma=-p/\rho^3$ just above the surface. This supplies the second $pz/\rho^3$. Summing over the layer as before,
\begin{equation}
U_{\rm metal}=\frac{p^2S}{a^3}\qquad(d\ll a). \label{metal}
\end{equation}

For the first correction, insert the second term of (\ref{expand}) and define $S_k=\sum_{(i,j)\neq(0,0)}(i^2+j^2)^{-k/2}$, so that $S=S_3$:
\begin{equation}
U_{\rm metal}\approx\frac{p^2S}{a^3}\left[1-3\,\frac{d^2}{a^2}\,\frac{S_5}{S}\right]. \label{height}
\end{equation}
The derivatives of $(1+x)^{-1/2}$ alternate in sign for $x>0$. By Taylor's theorem the error of (\ref{height}) then has the sign of the next term and is smaller than it. Relative to $p^2S/a^3$, the error lies between 0 and $10(d/a)^4S_7/S$.

\subsection*{4. Numbers}

For $a=10$ bohr and $p=0.5\,e\,$bohr, the potential step is $4\pi\cdot0.5/100=0.0628$ hartree$/e$. The free pair energy of nearest neighbours is
\begin{equation}
\frac{p^2}{a^3}=\frac{0.25}{1000}=2.50\times10^{-4}\ \text{hartree}.
\end{equation}
Without a polarizable substrate, (\ref{free}) gives
\begin{equation}
U=\tfrac12(9.0336)(2.50\times10^{-4})
=1.129\times10^{-3}\ \text{hartree}\quad(30.7\ \text{meV}).
\end{equation}
Explicit pair sums over finite square patches, extrapolated to infinite size, give the same value, which tests the factor $\tfrac12$.

Above the metal, $qd=0.25\times2=0.5\,e\,$bohr, so the step is unchanged. The point-dipole formula (\ref{metal}) gives
\begin{equation}
U_{\rm metal}=2.258\times10^{-3}\ \text{hartree}\quad(61.5\ \text{meV}).
\end{equation}
The height is a fifth of the spacing, and its effect is noticeable. With $S_5=5.090$, the factor in (\ref{height}) is
\begin{equation}
1-3(0.2)^2\,\frac{5.090}{9.034}=0.932 .
\end{equation}
The full sum of (\ref{metalpair}) over the lattice gives the factor $0.939$, or $2.121\times10^{-3}$ hartree ($57.7$ meV). The difference, $0.007$, is positive and below the bound of $0.0078$.

Doubling $a$ at fixed $p$ divides the point-dipole energy by $2^3=8$. The free layer then has $U=1.41\times10^{-4}$ hartree. Above the metal, $d$ stays at 2 bohr while $a$ doubles, so the factor in (\ref{height}) rises to $0.983$ and the energy becomes $2.78\times10^{-4}$ hartree. It falls by a factor of $7.6$ rather than 8. This decay matters for slab calculations. If a dipole correction keeps the mean field outside the slab at zero, as assumed in part 1, a cell energy obtained at spacing $a$ contains $U$ in addition to the energy of an isolated adsorbate, and enlarging the cell laterally removes it as $a^{-3}$, provided the vacuum gap is kept large compared with $a$. Without the correction, a potential that is periodic along $z$ with period $L_z$ must undo the step $\Delta\phi$ within each period. For a free layer of rigid dipoles, this creates a mean field $4\pi p/(a^2L_z)$ along the dipole and adds $-2\pi p^2/(a^2L_z)$ to the energy per adsorbate. A metal slab in the cell, with no dipole of its own, screens the field in its interior. The whole step must then be undone in the vacuum, and $L_z$ is replaced by $L_z$ minus the slab thickness. At fixed cell height and slab thickness, this artificial term decays only as $a^{-2}$. These statements keep only the plane-averaged field and hold while $a$ is well below the vacuum gap. The laterally varying field of a layer falls off as $e^{-2\pi z/a}$, so once $a$ approaches the gap it couples the layers stacked along $z$, with or without the correction. For the free layer with $p=0.5\,e\,$bohr and $L_z=20$ bohr, the corrected energy equals $U$ to $0.01\%$ at $a=10$ bohr, lies $7\%$ below it at $a=20$ bohr and is negative at $a=40$ bohr. For $a\gg L_z$ the dipoles form separate columns along $z$. The uncorrected energy then converges exponentially to the column value $-2\zeta(3)p^2/L_z^3$, and the corrected energy approaches the same value only as $2\pi p^2/(a^2L_z)$. The isolated adsorbate is reached only if the gap grows together with $a$. In terms of the density $\nu=1/a^2$ of adsorbates, the point-dipole energy at fixed $p$ obeys $U\propto\nu^{3/2}$.

This law for point dipoles holds when all distances between adsorbates scale together. It fails when the density changes through random filling of fixed sites. If the sites of a fixed lattice are occupied at random with probability $c$, each neighbour is present with probability $c$, and the mean repulsion per adsorbate is $cU$. At half occupation this is $0.5\,U$. An ordered square layer of the same density has spacing $\sqrt2\,a$ and energy $2^{-3/2}U=0.35\,U$. This ordered layer has the lower energy because it contains no pairs at the distance $a$.

\subsection*{5. Polarizable adsorbates}

Return to the free layer. In the plane of the layer, a normal dipole $p$ produces the normal field $-p/R^3$, opposite to the dipole. The field at each site is therefore $-pS/a^3$. If an isolated adsorbate has dipole $p_0$ and normal polarizability $\alpha$,
\begin{equation}
p=p_0-\alpha\,\frac{pS}{a^3}
\quad\Longrightarrow\quad
p=\frac{p_0}{1+\alpha S/a^3}. \label{depol}
\end{equation}
Neighbours reduce each other's dipoles. Changing a dipole from $p_0$ to $p$ costs the internal energy $(p-p_0)^2/(2\alpha)$. By (\ref{depol}), $p_0-p=\alpha pS/a^3$, and the total energy per adsorbate relative to isolated adsorbates is
\begin{align}
U_{\rm tot}&=\frac{p^2S}{2a^3}+\frac{(p_0-p)^2}{2\alpha}
=\frac{pS}{2a^3}\left[p+\frac{\alpha pS}{a^3}\right]\\
&=\frac{p\,p_0S}{2a^3}
=\frac{p_0^2S}{2a^3}\,\frac1{1+\alpha S/a^3}.
\end{align}
For $\alpha S/a^3\ll1$ this returns to (\ref{free}). Otherwise, inserting the isolated dipole $p_0$ into (\ref{free}) overestimates the repulsion. Inserting the dipole $p$ found at the actual coverage underestimates it, because the internal energy is missing.

The uniform solution is an energy minimum only for moderate $\alpha$. For a checkerboard modulation of the dipoles, $S$ is replaced by $\sum(-1)^{i+j}(i^2+j^2)^{-3/2}=(2\cdot2^{-3/2}-1)S=-2.65$, because the sites with even $i+j$ form a square lattice of spacing $\sqrt2\,a$. The stiffness $1/\alpha-2.65/a^3$ of this mode turns negative for $\alpha>0.378\,a^3$, and the formulas above then no longer describe a stable layer.

This linear model of point dipoles fails when the adsorbates' charge clouds overlap, when they bond to each other, or when the substrate relaxes differently at different coverage. A polarizable insulating substrate is covered neither by (\ref{free}) nor by (\ref{metal}) and needs its own electrostatic response. The numerical output below lists the shell contributions, the truncated sums and the energies.

\section*{Calculated quantities}
\begin{verbatim}
constant term 8 pi/3 of S: 8.377580
shell r^2=1: points 4, g 2.5538e-02, adds 6.418e-01, running S 9.019425
shell r^2=2: points 4, g 5.6431e-04, adds 1.418e-02, running S 9.033607
shell r^2=4: points 4, g 5.3777e-07, adds 1.352e-05, running S 9.033621
shell r^2=5: points 8, g 1.8689e-08, adds 9.394e-07, running S 9.033622
lattice sum S: 9.033622
S from zeta functions: 9.033622
disk L=10: direct 8.40785, with tail 9.03617
disk L=100: direct 8.97079, with tail 9.03362
disk L=600: direct 9.02315, with tail 9.03362
share of four nearest neighbours: 44.3 %
spacing a: 10.0 bohr
dipole p: 0.50 e bohr
metal case charge q: 0.25 e, height d: 2.0 bohr
free pair energy p^2/a^3: 2.5000e-04 hartree
potential step 4 pi p/a^2: 0.06283 hartree/e
step from free-layer sum: 0.06283 hartree/e
step from metal-layer sum: 0.06283 hartree/e
U without metal: 1.12920e-03 hartree = 30.73 meV per adsorbate
U from extrapolated patches: 1.12920e-03 hartree
U above metal, point dipoles: 2.25841e-03 hartree = 61.45 meV per adsorbate
U above metal, finite height: 2.12133e-03 hartree = 57.72 meV per adsorbate
inverse-fifth-power sum S5: 5.09026
finite-height ratio: full 0.9393, first order 0.9324
bound on first-order error: 0.0078
U without metal at spacing 2a: 1.41150e-04 hartree
\end{verbatim}
